# Heavy–light-hole splitting under (001) biaxial strain from the Pikus–Bir Hamiltonian, part 1

(Sections cited here and not found follow in the second part.)

## I. The strain Hamiltonian and the linear splitting

### Result and assumptions

**Theorem 1.** Consider the top of the valence band of a cubic semiconductor of crystal class $T_d$ or $O_h$ (for example the zincblende and diamond structures) at wave vector $k=0$: a fourfold level with total angular momentum $J=3/2$. Let the crystal be strained biaxially in the (001) plane,

$$\varepsilon_{xx}=\varepsilon_{yy}=\varepsilon_\parallel,\qquad \varepsilon_{zz}=\varepsilon_\perp,\qquad \varepsilon_{xy}=\varepsilon_{yz}=\varepsilon_{zx}=0 .$$

To first order in strain, the heavy-hole and light-hole levels are separated by

$$E_{HH}-E_{LH}=-2b\,(\varepsilon_\perp-\varepsilon_\parallel),\qquad |E_{HH}-E_{LH}|=2|b|\,|\varepsilon_\perp-\varepsilon_\parallel| ,\tag{1}$$

where $b$ is the tetragonal shear deformation potential.

The assumptions and conventions are these.

1. The $J=3/2$ level lies an energy $\Delta>0$ above a twofold $J=1/2$ level, the split-off level. The strain energies are small compared with $\Delta$ and with the distances to all other bands.
2. The strain enters the Hamiltonian linearly, and the strain dependence of the spin-orbit interaction is neglected.
3. The crystal is treated as a uniformly strained bulk solid. Confinement in a thin film and motion at $k\neq0$ are left out.
4. Energies are electron energies. A hole energy has the opposite sign, which reverses the sign of the splitting and leaves its magnitude unchanged.
5. "Heavy" and "light" are labels for $|m_J|=3/2$ and $|m_J|=1/2$, with $m_J$ the eigenvalue of $J_z$ and $z$ the film normal.

Strain means tensor strain, $\varepsilon_{ij}=\tfrac12(\partial u_i/\partial x_j+\partial u_j/\partial x_i)$ for a displacement field $u$, and is positive for stretching. Angular momenta are in units of $\hbar$. The phrase "shear deformation potential" needs care, because a crystal of these classes has two of them: $b$ measures the response to unequal diagonal strains, and a second constant $d$ measures the response to off-diagonal strains. The theorem concerns $b$.

The starting point is the Pikus–Bir Hamiltonian of the $J=3/2$ level,

$$H_{3/2}=a_v\,\mathrm{Tr}\,\varepsilon-b\sum_i\Big(J_i^2-\tfrac13J^2\Big)\varepsilon_{ii}-\frac{2d}{\sqrt3}\sum_{i<j}\{J_i,J_j\}\,\varepsilon_{ij},\tag{2}$$

with $\{A,B\}=\tfrac12(AB+BA)$ and $J^2=\tfrac32\cdot\tfrac52=\tfrac{15}{4}$, so that $\tfrac13J^2=\tfrac54$. Its form and its constants are first traced back to the orbitals of the valence band. This fixes the sign convention and supplies what is needed later for the split-off level.

### Strain acting on the valence orbitals

Without spin, the valence top consists of three real orbitals $|X\rangle,|Y\rangle,|Z\rangle$ that transform like $x,y,z$ under the operations of the group $T_d$, the only ones used below. (In the diamond structure they are even under inversion, which plays no part in the argument.) The cubic classes $T$ and $T_h$ have no operation that exchanges just two axes. There $\varepsilon_{yy}$ and $\varepsilon_{zz}$ enter $\langle X|H|X\rangle$ with independent coefficients, biaxial strain separates $X$ from $Y$ and mixes heavy and light states, and (1) does not hold.

**Lemma 1.** The part of the spinless Hamiltonian that is linear in strain has the matrix elements

$$\langle X|H|X\rangle=l\,\varepsilon_{xx}+m\,(\varepsilon_{yy}+\varepsilon_{zz}),\qquad \langle X|H|Y\rangle=n\,\varepsilon_{xy},\tag{3}$$

with real constants $l,m,n$, and the remaining elements follow by cyclic permutation of the axes.

*Proof.* A matrix element must keep its value when the crystal, the strain and the orbitals are transformed together by an operation of the cubic group. Take first the half-turn about $z$, which sends $x\to-x$ and $y\to-y$. It leaves $\langle X|H|X\rangle$ unchanged, because $|X\rangle$ enters twice, but it reverses $\varepsilon_{xz}$ and $\varepsilon_{yz}$. These two strains therefore cannot appear in $\langle X|H|X\rangle$. The half-turn about $x$ reverses $\varepsilon_{xy}$ and excludes that one too. The mirror operation that exchanges $y$ and $z$ leaves $|X\rangle$ alone, so $\varepsilon_{yy}$ and $\varepsilon_{zz}$ have equal coefficients. This is the first formula.

For $\langle X|H|Y\rangle$, the half-turn about $z$ reverses both orbitals and thus leaves the element unchanged, which again excludes $\varepsilon_{xz}$ and $\varepsilon_{yz}$. The half-turn about $x$ reverses $|Y\rangle$ but not $|X\rangle$, so the element must change sign. The diagonal strains do not change sign and are excluded, while $\varepsilon_{xy}$ does and is allowed. The constants are real because the orbitals and the spinless Hamiltonian are real. The threefold rotation about $[111]$ permutes the axes cyclically and gives the other elements. $\square$

To bring in angular momentum, define operators on the three orbitals by $L_i|j\rangle=i\sum_k\epsilon_{ijk}|k\rangle$, where $\epsilon_{ijk}$ is the antisymmetric symbol. They obey the algebra of an angular momentum $L=1$, with $L^2=2$. For example, $L_x|X\rangle=0$, $L_x|Y\rangle=i|Z\rangle$ and $L_x|Z\rangle=-i|Y\rangle$. It follows that $L_x^2$ is 0 on $|X\rangle$ and 1 on the other two orbitals, or

$$|i\rangle\langle i|=1-L_i^2 .\tag{4}$$

For the mixed products, $L_y|X\rangle=-i|Z\rangle$ gives $L_xL_y|X\rangle=(-i)(-i)|Y\rangle=-|Y\rangle$, while $L_yL_x|X\rangle=0$. In the same way, $L_yL_x|Y\rangle=L_y(i|Z\rangle)=i\cdot i|X\rangle=-|X\rangle$ and $L_xL_y|Y\rangle=0$. On $|Z\rangle$ both products vanish, since $L_y|Z\rangle=i|X\rangle$ is annihilated by $L_x$, and $L_x|Z\rangle=-i|Y\rangle$ is annihilated by $L_y$. Hence

$$|X\rangle\langle Y|+|Y\rangle\langle X|=-(L_xL_y+L_yL_x)=-2\{L_x,L_y\}.\tag{5}$$

**Lemma 2.** With

$$a_v=\frac{l+2m}{3},\qquad b=\frac{l-m}{3},\qquad d=\frac{n}{\sqrt3},\tag{6}$$

the orbital strain Hamiltonian is

$$H_{orb}=a_v\,\mathrm{Tr}\,\varepsilon-3b\sum_i\Big(L_i^2-\tfrac23\Big)\varepsilon_{ii}-2\sqrt3\,d\sum_{i<j}\{L_i,L_j\}\,\varepsilon_{ij}.\tag{7}$$

*Proof.* The diagonal element for orbital $i$ is $l\varepsilon_{ii}+m(\mathrm{Tr}\,\varepsilon-\varepsilon_{ii})=m\,\mathrm{Tr}\,\varepsilon+(l-m)\varepsilon_{ii}$. By (4), the diagonal part of the Hamiltonian is

$$m\,\mathrm{Tr}\,\varepsilon+(l-m)\sum_i\varepsilon_{ii}(1-L_i^2).$$

Write $1-L_i^2=\tfrac13-(L_i^2-\tfrac23)$. The constant $\tfrac13$ adds $\tfrac13(l-m)\mathrm{Tr}\,\varepsilon$ to the first term, and the sum is $\tfrac13(l+2m)\mathrm{Tr}\,\varepsilon=a_v\mathrm{Tr}\,\varepsilon$. What remains is $-(l-m)\sum_i\varepsilon_{ii}(L_i^2-\tfrac23)$, and $l-m=3b$. The off-diagonal part is $n\sum_{i<j}\varepsilon_{ij}(|i\rangle\langle j|+|j\rangle\langle i|)=-2n\sum_{i<j}\{L_i,L_j\}\varepsilon_{ij}$ by (5), and $n=\sqrt3\,d$. $\square$

### Projection on the $J=3/2$ level

With spin $S=1/2$ the six states combine into $J=3/2$ and $J=1/2$. Let $P$ project on $J=3/2$. By degenerate perturbation theory, the first-order shifts of this level are the eigenvalues of $PH_{orb}P$ within it. Coupling to any other level contributes in second order.

**Lemma 3.** Within $J=3/2$,

$$P\Big(\{L_i,L_j\}-\tfrac23\delta_{ij}\Big)P=\tfrac13\Big(\{J_i,J_j\}-\tfrac54\delta_{ij}\Big).\tag{8}$$

*Proof.* Take $i=j=z$ first. Denote by $|M,\sigma\rangle$ a state with $L_z=M$ and spin direction $\sigma$. The state with $m_J=3/2$ is $|1,\uparrow\rangle$. Apply the lowering operator $J_-=L_-+S_-$ to both sides of this identification. The left side gives $\sqrt3\,|\tfrac32,\tfrac12\rangle$, and the right side gives $\sqrt2\,|0,\uparrow\rangle+|1,\downarrow\rangle$. Therefore

$$|\tfrac32,\tfrac32\rangle=|1,\uparrow\rangle,\qquad |\tfrac32,\tfrac12\rangle=\sqrt{\tfrac23}\,|0,\uparrow\rangle+\sqrt{\tfrac13}\,|1,\downarrow\rangle .\tag{9}$$

The operator $L_z^2$ commutes with $J_z$, and each $m_J$ occurs once in the level, so $PL_z^2P$ is diagonal in $m_J$. Its value is 1 for $m_J=3/2$ and $\tfrac23\cdot0+\tfrac13\cdot1=\tfrac13$ for $m_J=1/2$. The states with negative $m_J$ have the same values, by reversal of all angular momenta. Thus $P(L_z^2-\tfrac23)P$ equals $+\tfrac13$ and $-\tfrac13$ for $|m_J|=3/2$ and $1/2$. On the other side, $J_z^2-\tfrac54$ equals $\tfrac94-\tfrac54=1$ and $\tfrac14-\tfrac54=-1$. The factor is $\tfrac13$ in both cases.

A rotation generated by $J$ turns $L_z$ into $\mathbf n\cdot\mathbf L$ and $J_z$ into $\mathbf n\cdot\mathbf J$ for any chosen unit vector $\mathbf n$, and it leaves $P$ unchanged. Hence

$$P\Big[(\mathbf n\cdot\mathbf L)^2-\tfrac23\Big]P=\tfrac13\Big[(\mathbf n\cdot\mathbf J)^2-\tfrac54\Big]$$

for all $\mathbf n$. Since $1=\sum_{ij}n_in_j\delta_{ij}$, both sides are quadratic forms in the components of $\mathbf n$. Two quadratic forms that agree for all directions have equal symmetric coefficients, and these are the two sides of (8). $\square$

Inserting (8) into (7) turns $-3b$ into $-b$ and $-2\sqrt3\,d$ into $-2\sqrt3\,d/3=-2d/\sqrt3$. In the off-diagonal terms $\delta_{ij}=0$, so nothing else appears. The outcome is the Pikus–Bir Hamiltonian (2), including its signs.

### Proof of Theorem 1

For biaxial strain the terms with $d$ vanish. The diagonal sum in (2) becomes

$$\varepsilon_\parallel\Big(J_x^2+J_y^2-\tfrac52\Big)+\varepsilon_\perp\Big(J_z^2-\tfrac54\Big).$$

Because $J_x^2+J_y^2=\tfrac{15}{4}-J_z^2$, the first bracket is $\tfrac{15}{4}-\tfrac{10}{4}-J_z^2=-(J_z^2-\tfrac54)$. The two terms combine, and

$$H_{3/2}=a_v(2\varepsilon_\parallel+\varepsilon_\perp)+Q\Big(J_z^2-\tfrac54\Big),\qquad Q=-b\,(\varepsilon_\perp-\varepsilon_\parallel).\tag{10}$$

This is diagonal in $m_J$. As found above, the bracket is $+1$ for $m_J=\pm\tfrac32$ and $-1$ for $m_J=\pm\tfrac12$, so

$$E_{HH}=a_v(2\varepsilon_\parallel+\varepsilon_\perp)+Q,\qquad E_{LH}=a_v(2\varepsilon_\parallel+\varepsilon_\perp)-Q .\tag{11}$$

The hydrostatic term cancels in the difference, which is $2Q=-2b(\varepsilon_\perp-\varepsilon_\parallel)$. $\square$

### Remarks

**Where the factor 2 comes from.** The orbital picture gives it by a second route. From (3), the $Z$ and $X$ orbitals are separated by

$$E_Z-E_X=(l\varepsilon_\perp+2m\varepsilon_\parallel)-(l\varepsilon_\parallel+m\varepsilon_\parallel+m\varepsilon_\perp)=(l-m)(\varepsilon_\perp-\varepsilon_\parallel)=3b(\varepsilon_\perp-\varepsilon_\parallel),\tag{12}$$

and $E_Y=E_X$. The state with $L_z=0$ is $|Z\rangle$, and the states with $L_z=\pm1$ are made of $|X\rangle$ and $|Y\rangle$. By (9) the heavy-hole state contains no $Z$ orbital, and the light-hole state contains it with weight $\tfrac23$. To first order the light-hole energy is the weighted mean $\tfrac13E_X+\tfrac23E_Z$, so $E_{HH}-E_{LH}=-\tfrac23(E_Z-E_X)=-2b(\varepsilon_\perp-\varepsilon_\parallel)$. The orbital separation carries the factor 3, and spin-orbit coupling reduces it to 2 by mixing the orbitals.

**Sign.** For $b<0$, which is the usual sign in the convention of (2), a crystal compressed in the plane and expanded along the normal has $\varepsilon_\perp-\varepsilon_\parallel>0$ and $Q>0$. The heavy-hole level then lies above the light-hole level. In-plane tension with normal contraction reverses the order. If (2) is written with $+b$ in place of $-b$, the constant changes sign and the magnitude in (1) stays the same.

**Degeneracy.** Each level in (11) remains twofold, because strain does not distinguish $m_J$ from $-m_J$.

**Other strains within the same plane.** The equality $\varepsilon_{xx}=\varepsilon_{yy}$ and the absence of $\varepsilon_{xy}$ are needed for (1). Let $\bar\varepsilon=\tfrac12(\varepsilon_{xx}+\varepsilon_{yy})$ and $\delta=\varepsilon_{xx}-\varepsilon_{yy}$. Equation (10) then holds with $\varepsilon_\parallel$ replaced by $\bar\varepsilon$, and the Hamiltonian gains the terms

$$-\tfrac12b\,\delta\,(J_x^2-J_y^2)-\frac{2d}{\sqrt3}\varepsilon_{xy}\{J_x,J_y\}.$$

With $J_\pm=J_x\pm iJ_y$, one has $J_x^2-J_y^2=\tfrac12(J_+^2+J_-^2)$ and $\{J_x,J_y\}=(J_+^2-J_-^2)/(4i)$. These operators change $m_J$ by two and so couple heavy to light states. Since $J_+|{-\tfrac12}\rangle=2|\tfrac12\rangle$ and $J_+|\tfrac12\rangle=\sqrt3\,|\tfrac32\rangle$, the element of $J_+^2$ between $-\tfrac12$ and $\tfrac32$ is $2\sqrt3$. The coupling is therefore

$$-\tfrac{\sqrt3}{2}b\,\delta+i\,d\,\varepsilon_{xy}.$$

A two-level problem with diagonal energies $\pm\bar Q$, where $\bar Q=-b(\varepsilon_\perp-\bar\varepsilon)$, and this coupling has the splitting

$$2\sqrt{b^2(\varepsilon_\perp-\bar\varepsilon)^2+\tfrac34b^2\delta^2+d^2\varepsilon_{xy}^2}.\tag{13}$$

The other pair, $\tfrac12$ and $-\tfrac32$, gives the same value. Equation (1) is recovered for $\delta=\varepsilon_{xy}=0$. As a check, a single strain $\varepsilon_{xx}=e$ has $\bar\varepsilon=e/2$ and $\delta=e$, and (13) gives $2|b||e|\sqrt{\tfrac14+\tfrac34}=2|b||e|$. This is what (1) gives for a single strain $\varepsilon_{zz}=e$, as cubic symmetry requires. With in-plane anisotropy present, the eigenstates no longer have a definite $|m_J|$ along the film normal, and the labels heavy and light lose their sharp meaning.

## II. The split-off level, the film and a worked example

### Symbols and results carried over

The in-plane and normal strains are $\varepsilon_\parallel$ and $\varepsilon_\perp$; $a_v$ and $b$ are the hydrostatic and tetragonal shear deformation potentials; $\Delta$ is the spin-orbit splitting; and $Q=-b(\varepsilon_\perp-\varepsilon_\parallel)$. Within the $J=3/2$ level the heavy and light holes lie at $a_v\mathrm{Tr}\,\varepsilon\pm Q$, so their splitting is $2Q$. The orbital Hamiltonian behind this result is (7), with an orbital angular momentum $L=1$. The state with $m_J=\tfrac32$ is $|1,\uparrow\rangle$, and the light-hole state with $m_J=\tfrac12$ is $\sqrt{2/3}\,|0,\uparrow\rangle+\sqrt{1/3}\,|1,\downarrow\rangle$.

### The six-band problem

The four-band splitting is linear in strain however large the strain. The first deviation within the valence band comes from the split-off level, and it sets one limit on the use of the linear law.

This part has shown that, to first order in biaxial (001) strain, the heavy-hole and light-hole levels are separated by $2Q=-2b(\varepsilon_\perp-\varepsilon_\parallel)$. What remains is the correction from the split-off level, the normal strain of a film with a free surface, and a worked example.
